Effective force constants from the true ensemble and from self-consistent phonons

**The argument under review**

The manuscript computes vibrational free energies with a temperature-dependent effective potential (TDEP): forces sampled in the true thermal ensemble are fitted by a linear function of displacement. It then treats the constants as those of self-consistent phonons (SCP), where the crystal is represented by the Gaussian ensemble of an optimized harmonic model. The argument is that both methods make the best harmonic fit to the forces at temperature T, so they must agree apart from sampling noise, and any correction derived for one may be added to the other.

The first half is nearly right, since the fitting rule is indeed the same. Does the choice of ensemble matter, and at what order?

**1. One fitting rule, two averages**

Take one mode of mass m, with T denoting Boltzmann's constant times temperature:

V(x) = kx²/2 + cx³/6 + qx⁴/24, k > 0.

I count c as O(ε) and q as O(ε²), an ordering in which both contribute to frequencies at O(ε²). Let x̄ = ⟨x⟩, u = x − x̄ and σ² = ⟨u²⟩ in the true ensemble. Minimizing ⟨(V′ − a − Ku)²⟩ over a and K gives a = ⟨V′⟩, which vanishes in equilibrium, and

K_T = ⟨uV′⟩/σ².

Now apply the rule to a Gaussian of centre x_S and variance s². Its density P obeys P′ = −(x − x_S)P/s², so integration by parts gives ⟨(x − x_S)V′⟩_G = s²⟨V″⟩_G. The fitted constant is therefore

K_S = ⟨V″⟩_G.

This is the SCP condition. The SCP free energy is F_h(K) + ⟨V⟩_G − Ks²/2, where F_h is that of the harmonic model. We have dF_h/dK = s²/2 and, for a Gaussian, ∂⟨V⟩_G/∂s² = ⟨V″⟩_G/2. The derivative with respect to K is thus

½(⟨V″⟩_G − K) ds²/dK,

which vanishes at K = K_S. Stationarity in the centre gives ⟨V′⟩_G = 0. Hence a force fit that resamples its own Gaussian, updating centre and width until nothing changes, is SCP. The manuscript's claim would be correct for that procedure, but it samples the true ensemble.

**2. Where the two constants separate**

Expand the force derivative about the true mean:

V′(x̄ + u) = V′(x̄) + V″(x̄)u + (c + qx̄)u²/2 + qu³/6.

Multiply by u, average, and divide by σ². With κ₃ = ⟨u³⟩ and ⟨u⁴⟩ = 3σ⁴ + κ₄,

K_T = k + cx̄ + qx̄²/2 + qσ²/2 + (c + qx̄)κ₃/(2σ²) + qκ₄/(6σ²).

For the Gaussian,

K_S = k + cx_S + qx_S²/2 + qs²/2.

The zero-force condition gives −cσ²/(2k) for x̄ and −cs²/(2k) for x_S, up to O(ε³). Since σ² − s² is O(ε²), the centres differ at O(ε³), which changes K at O(ε⁴). The terms q(σ² − s²) and qκ₄ are also O(ε⁴). But κ₃ is O(ε), so

K_T − K_S = cκ₃/(2σ²) + O(ε⁴).

The quadratic part of the force correlates with u when the distribution is skew, and a Gaussian has no skewness.

Classically, let G = T/k and expand the Boltzmann factor to first order in c. Then

x̄ = −c⟨x⁴⟩₀/(6T) = −cG²/(2T),
⟨x³⟩ = −c⟨x⁶⟩₀/(6T) = −5cG³/(2T),
κ₃ = ⟨x³⟩ − 3x̄G = −cG³/T.

Therefore, at leading order,

K_T − K_S = −c²G²/(2T) = −c²T/(2k²).

For several modes with cubic constants Φ_abc and harmonic matrix H, put G = TH⁻¹. The third cumulant is −G_cf G_dg G_eh Φ_fgh/T: the six pairings that join each outer displacement to the cubic vertex cancel the factor 1/6. Contracting with Φ_acd/2 and G⁻¹ gives

Δ_ab = −(1/2T) Φ_acd G_cf G_dg Φ_fgb,

with repeated indices summed. This is the static bubble correction.

If c = 0, the leading fourth cumulant is −qG⁴/T, and the gap starts at −q²T²/(6k³). The agreement at first order in q does not extend to second order.

**3. What the classical TDEP constant already contains**

Integrating uV′ exp(−V/T) by parts gives ⟨uV′⟩ = T, hence K_T = T/σ². Add a uniform force f through −fx. Then dx̄/df = σ²/T, so K_T = df/dx̄. Since f is also the slope of the free energy at fixed mean position, K_T is the curvature of that free energy.

This decides which corrections may be added. K_S plus the static bubble reproduces K_T through O(ε²); K_T plus the static bubble counts it twice. The manuscript does the latter.

There is an exception. If the fit contains u and u² together, measured from the true mean, the u² term absorbs the whole quadratic force. The remaining qu³/6 projects onto u with coefficient qσ²/2, up to O(ε⁴). The joint-fit constant then agrees with K_S through O(ε²). The authors must state whether their cubic constants were fitted jointly or to the residual of a linear fit.

**4. A numerical case**

Take the round values k = 4 eV/Å², c = −12 eV/Å³, q = 60 eV/Å⁴, m = 50 u and 600 K, so T = 0.051704 eV. Because c² = 144 is below 2kq = 480 in the same units, V″ is positive everywhere and there is a single well. The leading gap is

−144 × 0.051704/(2 × 16) = −0.233 eV/Å².

The full classical averages give K_T = 4.030 and K_S = 4.172 eV/Å², a gap of −0.142 eV/Å². The leading formula has the right sign but is about 64% too large relative to the actual gap. This is a finite-anharmonicity effect: with ε = 0.05 the gap divided by ε² is −0.2324 eV/Å², close to the formula.

The full skewness term of section 2, (c + qx̄)κ₃/(2σ²), is −0.159 eV/Å² when the actual averages are used. Most of the remaining +0.017 comes from the width: s² = 0.051704/4.1719 = 0.01239 Å², against σ² = 0.01283 Å², so q(σ² − s²)/2 is about +0.013 eV/Å².

The frequencies are 4.438 THz from TDEP and 4.516 THz from SCP, against 4.422 THz for the harmonic mode. They differ by under 2%, but the shifts from the harmonic value are 0.0165 and 0.0940 THz. At 300 K the classical averages give shifts of opposite sign, K_T = 3.993 and K_S = 4.082 eV/Å². There, however, ħω = 18.3 meV is not small against T = 25.9 meV; quantum averages give K_T = 4.000 and K_S = 4.086 eV/Å², so the TDEP shift is essentially zero rather than negative.

The joint fit gives 4.167 eV/Å², near SCP. Adding the bare static bubble to K_S gives 3.939 eV/Å², which overshoots K_T at this strength; adding it to K_T gives 3.797 eV/Å², much further away.

**5. The free energies err in opposite directions**

With V_h = Ku²/2 about the appropriate centre, Jensen's inequality gives

F ≤ F_h + ⟨V − V_h⟩_h.

Exchanging the true and harmonic systems gives

F ≥ F_h + ⟨V − V_h⟩_true.

SCP minimizes the upper bound. Measured from the harmonic mode of constant k, the classical lower bound is

L(K) = (T/2) ln(K/k) + ⟨V⟩ − Kσ²/2.

Its derivative, T/(2K) − σ²/2, vanishes at K = T/σ² = K_T, and L is concave in ln K, so this is the maximum. Classical TDEP with this energy offset gives the best lower bound of this form.

To find the errors, expand the true free energy to O(ε²):

F = q⟨x⁴⟩₀/24 − c²⟨x⁶⟩₀/(72T) = qG²/8 − 5c²G³/(24T).

In the SCP functional, changing K from k costs only O(ε⁴). It remains to minimize kx_S²/2 + cx_S G/2 + qG²/8 over x_S:

F_S = qG²/8 − c²G³/(8T),
F_S − F = +c²T²/(12k³).

For TDEP, F is proportional to T² at this order, so ⟨V⟩ = T/2 + F − T dF/dT = T/2 − F. Section 2 gives K_T − k = qT/(2k) − c²T/k², half of the cubic part from the mean shift and half from the bubble. Thus

F_T = (T/2k)(K_T − k) − F = qG²/8 − 7c²G³/(24T),
F_T − F = −c²T²/(12k³).

The leading cubic errors are equal and opposite. In the example the lower bound, true value and upper bound are −0.129, 0.183 and 0.532 meV. The errors, −0.31 and +0.35 meV, are smaller than the leading estimate of 0.50 meV but nearly balanced.

**6. Symmetry does not remove the difference**

The authors might reply that their atoms sit at positions fixed by symmetry. Consider a periodic ring of three atoms at fixed length, with the same potential in each bond r_i = u_{i+1} − u_i. Cyclic symmetry and a fixed centre of mass make every mean displacement zero.

In the two-dimensional space of vibrations, write r_i = d_i·u. Then d_i·d_i = 2, d_i·d_j = −1 for i ≠ j, the d_i sum to zero, and Σ d_i d_iᵀ is three times the unit matrix. The symmetric SCP solution has ⟨r_i⟩ = 0 and ⟨r_i²⟩ = 2T/K, so

K = 3(k + qT/K), or K² − 12K − 9.307 = 0

in eV/Å² units. The positive root is 12.731 eV/Å², and c has dropped out.

The bubble has not. With G = T/(3k), the sum Σ_ij d_i d_jᵀ(d_i·d_j)² equals Σ_i d_i(4d_i − d_i)ᵀ, which is nine times the unit matrix. Hence Δ = −c²T/(2k²), as for one mode. The full TDEP constant is 12.536 eV/Å² with the cubic term and 12.713 eV/Å² without it.

**7. The quantum case, and the measured frequency**

In a stationary quantum state d⟨pu⟩/dt = 0 gives ⟨uV′⟩ = ⟨p²⟩/m, so K_T = ⟨p²⟩/(mσ²), no longer T/σ². The skewness formula still holds. Let ω² = k/m, b = ħω/(2T) and n = coth b. First-order perturbation theory in imaginary time τ gives

κ₃ = −(c/ħ) ∫₀^{ħ/T} g(τ)³ dτ, g(τ) = (ħ/2mω) cosh(b − ωτ)/sinh b.

Since ∫cosh³y dy from −b to b is 2 sinh b + (2/3) sinh³b, and 1/sinh²b = n² − 1,

κ₃ = −cħ²(3n² − 2)/(12m³ω⁴).

With σ² = ħn/(2mω) at leading order,

K_T − K_S = −ħc²(3n² − 2)/(12m²ω³n).

For n → 2T/(ħω) this returns −c²T/(2k²). At zero temperature n = 1 and the gap survives, with coefficient −1/12 in units of ħc²/(m²ω³). At 5 K the full gap is −0.0128 eV/Å², against −0.0137 from the formula.

Neither constant gives the 0→1 transition frequency. At zero temperature the SCP cubic shift is cx_S = −c²σ²/(2k), coefficient −1/4; TDEP has −1/4 − 1/12 = −1/3. For the transition, use energies in ħω, length √(ħ/mω) and perturbation γξ³, where γ² = ħc²/(36m³ω⁵). Second-order perturbation theory gives

E₀: −γ²(9/8 + 1/4) = −11γ²/8,
E₁: −γ²(9 + 1 − 9/8) = −71γ²/8.

The transition energy shifts by −15γ²/2. Its square, multiplied by k, shifts by −15γ²k, coefficient −5/12. TDEP already holds half of the correction from −1/4 to −5/12, so adding all of it again would overshoot.

The two bounds of section 5 hold for quantum averages as well, and the leading cubic errors remain equal and opposite, ±γ²ħω/4 at zero temperature, about ±0.005 meV at 5 K. What changes is that K_T is no longer exactly the constant that maximizes the lower bound; the two differ at O(ε²), which lowers the bound only at O(ε⁴). At zero temperature the best lower bound matches the variance, K = ħ²/(4mσ⁴). The uncertainty relation places K_T at or above this: 4.015 against 4.011 eV/Å² at 5 K.

**Requested revision**

The authors should name the sampling ensemble and the order of fitting. They should compare free energies as bounds, with F_h and the averages both classical or both quantum, and, where the classical treatment applies, remove the second static bubble. The expansions require k > 0 and weak anharmonicity. For a double well with k < 0 they are unavailable, although the classical identity K_T = T/σ² remains. The remaining values are in the numerical output.

Calculated quantities

```
input k = 4.0 eV/A^2, c = -12.0 eV/A^3, q = 60.0 eV/A^4
input mass = 50.0 u, temperature = 600 K
thermal energy = 0.051704 eV
-- one classical mode
true mean position = 0.017095 A
SCP centre = 0.017413 A
true variance = 0.012830 A^2
true third cumulant = 3.7259e-04 A^3
true skewness = 0.2564 (no unit)
skewness term, cubic constant at true mean = -0.1594 eV/A^2
K TDEP = 4.0299 eV/A^2
K SCP = 4.1719 eV/A^2
K TDEP - K SCP = -0.1420 eV/A^2
leading formula for the gap = -0.2327 eV/A^2
K from joint linear+quadratic fit = 4.1665 eV/A^2
K SCP + static bubble = 3.9393 eV/A^2
K TDEP + static bubble = 3.7972 eV/A^2
frequency harmonic = 4.4218 THz
frequency from K TDEP = 4.4383 THz
frequency from K SCP = 4.5158 THz
-- free energy relative to the harmonic mode
TDEP lower bound = -0.1289 meV
true value = 0.1826 meV
SCP upper bound = 0.5322 meV
mean of the bounds = 0.2016 meV
leading size of each error = 0.5012 meV
-- scaling checks
gap/eps^2 at eps 0.1, 0.05 = -0.23146, -0.23237 eV/A^2
joint-fit gap ratio on halving eps = 17.14 (no unit)
-- classical temperature series
300 K: TDEP 3.9925, SCP 4.0823, gap -0.0897 eV/A^2
600 K: TDEP 4.0299, SCP 4.1719, gap -0.1420 eV/A^2
900 K: TDEP 4.0916, SCP 4.2665, gap -0.1749 eV/A^2
-- three-atom ring, mode force constants
harmonic = 12.0000 eV/A^2
SCP with cubic = 12.7310 eV/A^2
SCP without cubic = 12.7310 eV/A^2
TDEP with cubic = 12.5355 eV/A^2
TDEP without cubic = 12.7134 eV/A^2
-- one quantum mode
harmonic quantum = 18.2870 meV
dimensionless cubic constant = -0.2028 (no unit)
5 K: TDEP 4.0154, SCP 4.0282, gap -0.0128, formula -0.0137 eV/A^2
100 K: TDEP 4.0083, SCP 4.0360, gap -0.0277, formula -0.0308 eV/A^2
600 K: TDEP 4.0339, SCP 4.1739, gap -0.1400, formula -0.2303 eV/A^2
5 K: K of best lower bound = 4.0111 eV/A^2
5 K: K from 0-1 transition = 4.0026 eV/A^2
cubic shifts SCP, TDEP, transition = -0.2500, -0.3333, -0.4166 hbar c^2/(m^2 omega^3)
```
